# The Joyce–Dixon Formula: Derivation, Convergence and Range of Accuracy

Electrons occupy one isotropic parabolic band, $E=E_c+\hbar^2k^2/2m$, in three dimensions, with twofold spin degeneracy. They are in equilibrium at temperature $T$ with Fermi level $E_F$, and their interactions are neglected. The problem is to find $E_F$ when the density $n$ is given. Energies are measured in $k_BT$ and densities in a natural unit $N_c$, so the derivation is dimensionless. The example uses meV and cm$^{-3}$.

## (a) From density to a dimensionless equation

**Question.** With $\eta=(E_F-E_c)/k_BT$ and $N_c=2(mk_BT/2\pi\hbar^2)^{3/2}$, express $u=n/N_c$ as an integral depending on $\eta$ alone. Show that $u$ determines $\eta$ uniquely.

**Solution.** Per unit volume there are $2\cdot4\pi k^2dk/(2\pi)^3=k^2dk/\pi^2$ states in $dk$. Let $\varepsilon=E-E_c$. Then $k=\sqrt{2m\varepsilon}/\hbar$ and $dk=\sqrt{2m}\,d\varepsilon/(2\hbar\sqrt\varepsilon)$, so the density of states is

$$g(\varepsilon)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt\varepsilon .$$

Multiply by the Fermi function, integrate, and set $\varepsilon=k_BT\,t$:

$$n=\frac{1}{2\pi^2}\left(\frac{2mk_BT}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}} .$$

Since $2mk_BT/\hbar^2=4\pi\,(mk_BT/2\pi\hbar^2)$, the bracket to the power $3/2$ equals $8\pi^{3/2}N_c/2=4\pi^{3/2}N_c$. The prefactor is therefore $2N_c/\sqrt\pi$, and

$$u=F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}} .$$

The integrand increases with $\eta$ at every $t>0$. Hence $F$ rises strictly, from $0$ at $\eta\to-\infty$ to $\infty$ at $\eta\to\infty$, and each $u>0$ has one $\eta$.

Two inequalities will be useful. Because $1/(1+e^x)<e^{-x}$, we have $F(\eta)<e^\eta$, or $\eta>\ln u$: the Pauli principle lowers the occupation below its Boltzmann value, so a higher Fermi level is needed for the same density. Also, with $f_F$ the Fermi function, $\partial f_F/\partial\eta=f_F(1-f_F)<f_F$, so $0<F'<F$ and $d\eta/d\ln u=F/F'>1$.

## (b) The low-density series

**Question.** Expand $u$ in powers of the fugacity $z=e^\eta$ for $z<1$.

**Solution.** A geometric series gives

$$\frac{1}{1+e^t/z}=\frac{ze^{-t}}{1+ze^{-t}}=\sum_{k\ge1}(-1)^{k-1}z^ke^{-kt}.$$

Each term contributes $\int_0^\infty\sqrt t\,e^{-kt}dt=\Gamma(3/2)k^{-3/2}=\tfrac12\sqrt\pi\,k^{-3/2}$. The sum of the absolute values, $\sum z^kk^{-3/2}$, converges, so sum and integral may be exchanged:

$$u=f(z)=z-c_2z^2+c_3z^3-c_4z^4+\dots,\qquad c_k=k^{-3/2}.$$

Here $c_2=1/\sqrt8$, $c_3=\sqrt3/9$ and $c_4=1/8$.

## (c) Reversion to second order

**Question.** Find $\eta$ as a function of $u$ through order $u^2$.

**Solution.** Since $f(0)=0$ and $f'(0)=1$, the inverse is analytic near $u=0$ and starts with $u$. Write $z=u+au^2+bu^3+O(u^4)$. Then $z^2=u^2+2au^3+O(u^4)$ and $z^3=u^3+O(u^4)$, and insertion gives

$$u=u+(a-c_2)u^2+(b-2ac_2+c_3)u^3+O(u^4).$$

The coefficients of $u^2$ and $u^3$ must vanish:

$$a=c_2,\qquad b=2c_2^2-c_3=\frac14-\frac{\sqrt3}{9}.$$

Now $\eta=\ln z=\ln u+\ln(1+au+bu^2+\dots)$. From $\ln(1+x)=x-x^2/2+\dots$, the coefficient of $u^2$ is $b-a^2/2=\frac14-\frac{\sqrt3}{9}-\frac1{16}$. Thus

$$\boxed{\;\eta=\ln u+\frac{u}{\sqrt8}+\left(\frac3{16}-\frac{\sqrt3}{9}\right)u^2+O(u^3)\;}$$

Dropping the remainder gives the Joyce–Dixon formula at this order. It is an approximation, not an identity. The bracket is negative, $-4.950\times10^{-3}$, so the quadratic term lowers $\eta$.

## (d) The general coefficient and the leading error

**Question.** Write $\eta=\ln u+\sum_{n\ge1}A_nu^n$. Find a formula for $A_n$, and from it the leading error of the result in (c).

**Solution.** The function $h(u)=\ln[z(u)/u]$ is analytic near $u=0$, and $A_n$ is its $n$th Taylor coefficient. On a small counterclockwise circle, Cauchy's formula and an integration by parts give

$$A_n=\frac1{2\pi i}\oint\frac{h(u)}{u^{n+1}}du=\frac1{2\pi in}\oint\frac{h'(u)}{u^n}du .$$

There is no boundary term because $h\,u^{-n}$ is single-valued. Next, $h'(u)=z'(u)/z-1/u$, and the second term drops out since $\oint u^{-n-1}du=0$ for $n\ge1$. With $z$ as the integration variable,

$$A_n=\frac1{2\pi in}\oint f(z)^{-n}\frac{dz}{z}=\frac1n\,[z^n]\left(\frac{f(z)}z\right)^{-n},$$

where $[z^n]$ means the coefficient of $z^n$.

For $n=3$, put $f/z=1+w$ with $w=-c_2z+c_3z^2-c_4z^3+\dots$, and use $(1+w)^{-3}=1-3w+6w^2-10w^3+\dots$. The $z^3$ coefficients of $w$, $w^2$ and $w^3$ are $-c_4$, $-2c_2c_3$ and $-c_2^3$. Therefore

$$A_3=\frac13\left(3c_4-12c_2c_3+10c_2^3\right)=\frac18-\frac{\sqrt6}{9}+\frac{5\sqrt2}{48},$$

because $c_2c_3=\sqrt6/36$ and $c_2^3=\sqrt2/32$. Its value is $1.484\times10^{-4}$. Defining the error as approximate minus exact $\eta$, the formula in (c) has error

$$\Delta_2=-A_3u^3+O(u^4),$$

so it places the Fermi level slightly too low at small $u$. At $u=0.5$ the computed error is $0.985$ times this leading term.

## (e) Why the result can be used at positive $\eta$

**Question.** The series in (b) was derived for $\eta<0$. Show that the series for $\eta-\ln u$ nevertheless converges to the correct function for $0<u<\zeta(3/2)=2.612$, where $\zeta(s)=\sum_{k\ge1}k^{-s}$.

**Solution.** The plan is to bound $A_n$ by enlarging the contour in (d).

*Continuation and absence of zeros.* The integral

$$\frac{f(z)}z=\frac2{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{e^t+z}$$

continues $f$ to the plane cut along $z\le-1$. The imaginary part of $1/(e^t+z)$ is $-\mathrm{Im}\,z/|e^t+z|^2$, which has one sign for all $t$. So $f/z$ cannot vanish off the real axis, and for real $z>-1$ it is positive. Inside the cut plane, $f^{-n}/z$ is thus singular at $z=0$ alone.

*The large circle.* Let $\eta=\ln z=y+i\theta$ with $0\le\theta<\pi$ and $y$ large. The integrand of $F$ has poles at heights $\theta\pm\pi,\theta\pm3\pi,\dots$, none between the real axis and height $\theta$. Move the path of $t$ up to that height, so that $t=\eta+s$:

$$F(\eta)=\frac2{\sqrt\pi}\left[\int_0^{i\theta}\frac{\sqrt t\,dt}{1+e^{t-\eta}}+\int_{-y}^\infty\frac{\sqrt{\eta+s}}{1+e^s}ds\right].$$

The first integral is bounded. In the second, replace $1/(1+e^s)$ by a step equal to $1$ for $s<0$ and $0$ for $s>0$. The difference is at most $e^{-|s|}$, which costs $O(|\eta|^{1/2})$. The step gives $\frac23[\eta^{3/2}-(i\theta)^{3/2}]$. Hence

$$F(\eta)=\frac4{3\sqrt\pi}\eta^{3/2}+O(|\eta|^{1/2}),$$

uniformly in $\theta$; complex conjugation covers negative $\theta$. On a circle of radius $R$, $|dz/z|=d\theta$ and $|f|^{-n}=O((\ln R)^{-3n/2})$, so its contribution vanishes as $R\to\infty$.

*The cut.* What remains runs outward below the cut and inward above it. Let $G(y)$ be the value of $F$ at $\eta=y+i\pi$, approached from below $i\pi$; this is the upper side of the cut. The lower side has the value $G^*$, and $dz/z=dy$ on both. Therefore

$$A_n=\frac1{2\pi in}\int_0^\infty\left[(G^*)^{-n}-G^{-n}\right]dy=-\frac1{\pi n}\int_0^\infty\mathrm{Im}\,G^{-n}\,dy .$$

If $|G|\ge\zeta(3/2)$ everywhere, then

$$|A_n|\le\frac{\zeta(3/2)^{-(n-1)}}{\pi n}\int_0^\infty\frac{dy}{|G|},$$

where the integral is finite because $|G|$ grows as $y^{3/2}$. The series then converges for $|u|<\zeta(3/2)$.

*The bound on $|G|$.* Near $t=y$ the denominator of $F$ is $-(t-y)-i0$, and $-1/(t-y+i0)=-P\frac1{t-y}+i\pi\delta(t-y)$, where $P$ denotes the principal value. Hence

$$G=-p(y)+2i\sqrt{\pi y},\qquad p(y)=\frac2{\sqrt\pi}P\!\!\int_0^\infty\frac{\sqrt t\,dt}{e^{t-y}-1},$$

and expansion in $e^{-t}$ gives $p(0)=\zeta(3/2)$. For $y\ge y_0=\zeta(3/2)^2/4\pi=0.543$, the imaginary part alone ensures the bound.

For $y<y_0$, write $1/(e^s-1)=1/s-\frac12+r(s)$ with $r(s)=\frac12\coth\frac s2-\frac1s$. In $p(y)-p(0)$ the pole terms give

$$P\!\!\int_0^\infty\!\sqrt t\left(\frac1{t-y}-\frac1t\right)dt=2y\,P\!\!\int_0^\infty\frac{dx}{x^2-y}=0,$$

with $t=x^2$. The last integral has the antiderivative $\ln|(x-\sqrt y)/(x+\sqrt y)|/(2\sqrt y)$, which vanishes at both ends and whose contributions at the pole cancel. What is left is

$$p(0)-p(y)=\int_0^yK(s)\,ds,\qquad K(s)=\frac2{\sqrt\pi}\int_0^\infty\sqrt t\,r'(t-s)\,dt .$$

Two bounds on $r'$ suffice. First, $r'(s)=1/s^2-1/[4\sinh^2(s/2)]<1/s^2$. Second, the partial fractions $r(s)=\sum_{k\ge1}2s/(s^2+4\pi^2k^2)$ give

$$r'(s)=2\sum_{k\ge1}\frac{4\pi^2k^2-s^2}{(s^2+4\pi^2k^2)^2}\le\sum_{k\ge1}\frac{2}{4\pi^2k^2}=\frac1{12}.$$

Use $1/12$ up to $t=s+\sqrt{12}$ and $1/(t-s)^2$ beyond, where $\sqrt t\le\sqrt{t-s}+\sqrt s$:

$$K(s)\le\frac2{\sqrt\pi}\left[\frac{(s+\sqrt{12})^{3/2}}{18}+\frac2{12^{1/4}}+\frac{\sqrt s}{\sqrt{12}}\right].$$

The right side increases with $s$ and is below $2$ at $s=y_0$. So $p(y)\ge\zeta(3/2)-2y>0$ for $y<y_0$, and

$$|G|^2=p^2+4\pi y\ge\zeta(3/2)^2+[4\pi-4\zeta(3/2)]\,y\ge\zeta(3/2)^2,$$

since $\pi>\zeta(3/2)$. This completes the bound.

*The sum is the correct one.* Because $F'>0$, the function $\eta(u)-\ln u$ is analytic along the whole positive $u$ axis. It equals the series near $u=0$, hence throughout $0<u<\zeta(3/2)$. This interval reaches positive $\eta$: at $u=2$, $\eta=1.38$.

The value $2.612$ is a lower bound on the radius of convergence, not the radius. At $u=10$ the partial sums of orders 2, 4, 10 and 20 have errors $-1.1\times10^{-1}$, $-9.0\times10^{-3}$, $-1.1\times10^{-5}$ and $-3.3\times10^{-8}$, which suggests convergence there. The radius is the lower limit of $|A_n|^{-1/n}$ as $n\to\infty$. The smallest value of this quantity is $20.96$ for $n=21$ to $40$ and $20.39$ for $n=41$ to $60$. These values are still falling, to $19.6$ near $n=120$ and $19.1$ near $n=300$, so they overestimate the radius. The approach is slow because a point where $F'=0$ gives the inverse a square-root singularity, which puts a factor $n^{-3/2}$ in $A_n$. With that factor removed, the coefficients up to $n=300$ indicate a radius of $18.57$. This matches the modulus of $u\approx-14.07\pm12.11i$, the values at which $F$, continued through the cut, has $F'=0$. The number $18.57$ is numerical evidence, not a proof; it places $u=10$ inside the disc of convergence and $u=20$ outside.

## (f) The map of accuracy

**Question.** How large may $u$ be for a given error in $\eta$, and what does that error mean for the density?

**Solution.** Let order $N$ denote $\ln u$ plus the terms through $A_Nu^N$; order 0 is the Boltzmann result and order 2 the formula in (c). Numerical inversion of $F$ gives these errors, approximate minus exact:

| $u$ | exact $\eta$ | order 0 | order 1 | order 2 |
|---:|---:|---:|---:|---:|
| 0.1 | −2.267 | −0.035 | $4.9\times10^{-5}$ | $-1.5\times10^{-7}$ |
| 1 | 0.349 | −0.349 | 0.0048 | −0.00014 |
| 2 | 1.382 | −0.688 | 0.019 | −0.0011 |
| 5 | 3.270 | −1.660 | 0.108 | −0.016 |
| 10 | 5.456 | −3.154 | 0.382 | −0.113 |
| 20 | 8.814 | −5.818 | 1.253 | −0.727 |

On a scan from $u=0.5$ to $20$ in steps of $0.25$, the size of each error grows steadily. Below $u=0.5$ the order-0 error also grows in size with $u$, because $d\eta/d\ln u>1$ makes $\eta-\ln u$ increase. There the order-1 error is dominated by its leading term $-A_2u^2$, which is $1.24\times10^{-3}$ at $u=0.5$ against the computed $1.22\times10^{-3}$. The largest $u$ below $20$ for a chosen absolute error in $\eta$ is:

| order | 0.001 | 0.01 | 0.1 |
|---:|---:|---:|---:|
| 0 | 0.0028 | 0.028 | 0.28 |
| 1 | 0.45 | 1.45 | 4.81 |
| 2 | 1.92 | 4.24 | 9.56 |
| 3 | 3.97 | 7.19 | 13.20 |

For order 2 the three limits lie at $\eta=1.32$, $2.86$ and $5.29$. The leading error explains the first of them: $A_3u^3=0.001$ gives $u=(0.001/1.484\times10^{-4})^{1/3}=1.89$, close to $1.92$.

An error $\Delta$ in $\eta$ is an error $\Delta\,k_BT$ in the Fermi energy. If the approximate $\eta$ is put back into $F$, the density changes as well. Since $0<d\ln F/d\eta<1$, the change in $\ln n$ is smaller in size than $|\Delta|$. An error of $0.01$ in $\eta$ thus means a density error of about one per cent at most. The relative error of $\eta$ itself is a poor measure, because $\eta$ passes through zero.

## (g) Failure at high density

**Question.** Why does the quadratic formula fail for a strongly degenerate gas?

**Solution.** At $\theta=0$ the large-$\eta$ result of (e) reads $u\approx4\eta^{3/2}/(3\sqrt\pi)$, so

$$\eta\approx\left(\frac{3\sqrt\pi}{4}u\right)^{2/3}.$$

At $u=200$ this gives $41.35$, against the exact $41.33$. The formula in (c) instead ends in a negative quadratic term. Its slope vanishes when $1/u+A_1+2A_2u=0$, that is, $2A_2u^2+A_1u+1=0$. Since $A_2<0$, the positive root is

$$u_*=\frac{A_1+\sqrt{A_1^2-8A_2}}{-4A_2}=38.3 .$$

Beyond $u_*$ the formula predicts a Fermi level that falls as electrons are added, which contradicts $F'>0$. At $u_*$ it gives $\eta=9.9$, while the exact value is $13.7$. The table shows that accuracy is lost well before this point. A higher truncation does not cure the limit $u\to\infty$: its highest nonzero power dominates, and no integer power reproduces $u^{2/3}$.

The accuracy found here is that of the inversion. Nonparabolic dispersion, further occupied bands or electron interactions would change the relation $u=F(\eta)$ itself.

## (h) A worked example

**Question.** A model band has $m=0.2\,m_e$, with $m_e$ the electron mass. Find the Fermi level at $T=300$ K and $n=10^{19}$ cm$^{-3}$.

**Solution.** The thermal energy is $k_BT=25.852$ meV, and the definition in (a) gives $N_c=2.2445\times10^{18}$ cm$^{-3}$. Hence

$$u=\frac{10^{19}}{2.2445\times10^{18}}=4.455 .$$

The three terms of the formula are $\ln u=1.4941$, $A_1u=1.5752$ and $A_2u^2=-0.0983$. Their sum is $\eta=2.9711$ to rounding, so

$$E_F-E_c=2.9711\times25.852\ \text{meV}=76.8\ \text{meV}.$$

Numerical inversion gives $\eta=2.9826$, or $77.1$ meV. The formula is low by $0.30$ meV, which is $0.012\,k_BT$; this fits the map, since $u$ lies just above the $0.01$ limit of $4.24$. The Boltzmann term alone would give $38.6$ meV, about half the exact value. Adding $A_3u^3=0.0131$ moves the result to $77.15$ meV, within $0.05$ meV of the exact level.

The numerical check also integrates the density of states times the Fermi function in SI units at the exact level, and recovers the density of $10^{19}$ cm$^{-3}$.

## Computed results

```
Coefficients (dimensionless)
A1 = 3.53553391e-01
A2 = -4.95008973e-03
A3 = 1.48385771e-04
A4 = -4.42563012e-06
A1 from numerical inversion = 3.53553341e-01
A2 from numerical inversion = -4.95008825e-03
A3 from numerical inversion = 1.48385727e-04
A3 from contour integral = 1.483800e-04
A4 from contour integral = -4.425641e-06
Proved convergence bound zeta(3/2) = 2.612375
Smallest |G| on scanned cut = 2.612375
Root-test radius, n=21..40: 20.96
Root-test radius, n=41..60: 20.39
Error / (-A3 u^3) at u=0.5, order 2: 0.9853
u, exact eta, errors in eta of orders 0, 1, 2, 3
  0.1  -2.267279 -3.531e-02 +4.935e-05 -1.479e-07 +4.416e-10
  0.5  -0.517590 -1.756e-01 +1.219e-03 -1.827e-05 +2.735e-07
  1.0   0.348747 -3.487e-01 +4.806e-03 -1.441e-04 +4.326e-06
  2.0   1.381573 -6.884e-01 +1.868e-02 -1.119e-03 +6.763e-05
  5.0   3.269536 -1.660e+00 +1.077e-01 -1.608e-02 +2.465e-03
  8.0   4.651947 -2.573e+00 +2.559e-01 -6.088e-02 +1.509e-02
 10.0   5.456252 -3.154e+00 +3.819e-01 -1.131e-01 +3.524e-02
 20.0   8.813661 -5.818e+00 +1.253e+00 -7.269e-01 +4.602e-01
Largest u for |error in eta| <= 0.001, 0.01, 0.1
order 0: 0.0028 0.0283 0.2840
order 1: 0.4525 1.4519 4.8066
order 2: 1.9248 4.2380 9.5626
order 3: 3.9668 7.1851 13.2027
Exact eta at those limits for order 2: 1.318 2.864 5.286
Error in eta at u=10, order 2: -1.131e-01
Error in eta at u=10, order 4: -9.012e-03
Error in eta at u=10, order 10: -1.108e-05
Error in eta at u=10, order 20: -3.280e-08
False maximum of order 2: u = 38.346, eta = 9.925
Exact eta at that u = 13.688
u=200: exact eta 41.3271, degenerate law 41.3470
Example: m = 0.2 m_e, T = 300 K, n = 1.0e+19 cm^-3
kT = 25.8520 meV
Nc = 2.24449e+18 cm^-3
u = 4.45536
Exact eta = 2.982606
Exact EF-Ec = 77.1063 meV
Order 0: eta = 1.494108, EF-Ec = 38.6257 meV
Order 1: eta = 3.069317, EF-Ec = 79.3480 meV
Order 2: eta = 2.971056, EF-Ec = 76.8077 meV
Order 3: eta = 2.984179, EF-Ec = 77.1470 meV
Order 2 error = -0.2986 meV
Density from energy integral = 1.000000e+19 cm^-3
```
